\section*{Heated depth and wafer thickness in pulsed silicon annealing}

\section{Two pulses on the same wafer}

An implanted silicon wafer is heated to repair the crystal and activate the dopants. If the dopants must hardly move, the heating has to be short. Laser pulses of about 100 ns and flashes of about 1 ms are two ways to heat the surface briefly. How much repair one pulse achieves is a separate question; here both bring the surface to 1500 K. The surface then cools mainly by passing heat to the silicon below it. How deep is the hot region when the pulse ends, and does the cooling surface notice that the wafer has a back face?

Let $t_p$ be the pulse length, $d$ the wafer thickness, $k$ the thermal conductivity and $C$ the heat capacity per unit volume. The temperature rise above the starting temperature is $\theta(x,t)$, with $x$ measured inward from the surface and $t$ from the start of the pulse. The heated area is taken to be much wider than the depths involved, so heat flows along $x$ only.

\section{The estimate on an envelope}

The heat flux is $-k\,\partial\theta/\partial x$. Energy conservation in a thin slice, with constant $k$ and $C$, gives
\begin{equation}
C\frac{\partial\theta}{\partial t}=k\frac{\partial^2\theta}{\partial x^2},
\qquad
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial x^2},
\qquad D=\frac{k}{C}.
\label{eq:heat}
\end{equation}
If the rise varies over a depth $L$ during a time $t$, the two sides are of order $\theta/t$ and $D\theta/L^2$. Equating them gives
\begin{equation}
L\sim\sqrt{Dt}.
\end{equation}

For hot silicon take roughly $D=0.1\ \mathrm{cm^2/s}$. A 100 ns pulse then heats $\sqrt{0.1\times10^{-7}}\ \mathrm{cm}=10^{-4}\ \mathrm{cm}$, or 1 $\mu$m. A 1 ms pulse lasts $10^4$ times longer and heats a region 100 times deeper, about 100 $\mu$m. Both depths are smaller than a wafer thickness of 775 $\mu$m.

The same scaling says that the back face matters after a time of order $d^2/D$. That leaves the numerical factor open, and with it the answer for a flash, whose cooling lasts for many milliseconds. It also leaves open which $D$ to use, since the diffusivity of silicon falls several-fold between room temperature and 1500 K.

\section{A constant flux into a deep crystal}

Begin with a crystal of unlimited depth. Let an energy $Q$ per unit area enter the surface at $t=0$, with no heat leaving through the surface afterwards. The solution is
\begin{equation}
\theta(x,t)=\frac{Q}{C\sqrt{\pi Dt}}\,e^{-x^2/4Dt}.
\label{eq:instant}
\end{equation}
The Gaussian with prefactor $t^{-1/2}$ satisfies Eq.~(\ref{eq:heat}), and its slope vanishes at $x=0$. The prefactor is right because $\int_0^\infty e^{-x^2/4Dt}dx=\sqrt{\pi Dt}$, so the stored energy $C\int_0^\infty\theta\,dx$ equals $Q$.

Now let a constant absorbed flux $F$ enter during the pulse. It is a succession of energies $F\,ds$, where $s$ is the time since each entered. At the end of the pulse
\begin{equation}
\theta(x,t_p)=\frac{F}{C\sqrt{\pi D}}
\int_0^{t_p}s^{-1/2}e^{-x^2/4Ds}\,ds .
\end{equation}
At $x=0$ the integral is $2\sqrt{t_p}$. Since $C\sqrt D=\sqrt{kC}$, the peak surface rise is
\begin{equation}
\Delta T=2F\sqrt{\frac{t_p}{\pi kC}} .
\label{eq:peak}
\end{equation}

For $x>0$, integrate by parts, using $s^{-1/2}ds=d(2\sqrt s)$:
\begin{equation}
\int_0^{t_p}\frac{e^{-x^2/4Ds}}{\sqrt s}\,ds
=2\sqrt{t_p}\,e^{-u^2}
-\frac{x^2}{2D}\int_0^{t_p}\frac{e^{-x^2/4Ds}}{s^{3/2}}\,ds,
\end{equation}
with $u=x/(2\sqrt{Dt_p})$. In the last integral put $v=x/(2\sqrt{Ds})$, so that $s^{-3/2}ds=-(4\sqrt D/x)\,dv$. As $s$ runs from 0 to $t_p$, $v$ runs from infinity down to $u$, and the integral is
\begin{equation}
\frac{4\sqrt D}{x}\int_u^\infty e^{-v^2}dv
=\frac{2\sqrt{\pi D}}{x}\,\mathrm{erfc}\,u .
\end{equation}
Multiplying by $x^2/2D$ gives $x\sqrt{\pi/D}\,\mathrm{erfc}\,u=2\sqrt{t_p}\,\sqrt\pi\,u\,\mathrm{erfc}\,u$. Hence
\begin{equation}
\frac{\theta(x,t_p)}{\Delta T}
=e^{-u^2}-\sqrt\pi\,u\,\mathrm{erfc}\,u .
\label{eq:profile}
\end{equation}
Solving numerically for the depth at which this ratio is $1/e$ gives $x=0.967\sqrt{Dt_p}$.

A second measure of depth asks how thick a uniformly heated layer at the peak temperature would hold the absorbed energy. From Eq.~(\ref{eq:peak}),
\begin{equation}
L_E=\frac{Ft_p}{C\,\Delta T}
=\frac{\sqrt{\pi kCt_p}}{2C}
=\frac{\sqrt\pi}{2}\sqrt{Dt_p}=0.886\sqrt{Dt_p}.
\label{eq:energydepth}
\end{equation}
For constant properties, $\sqrt{Dt_p}$ is therefore a good measure of depth on either definition. It is not a sharp edge, since the profile has a tail.

\section{How quickly the surface cools}

Switching the flux off at $t_p$ is the same as continuing it and adding a flux $-F$ from that moment. For $t>t_p$,
\begin{equation}
\frac{\theta(0,t)}{\Delta T}
=\frac{\sqrt t-\sqrt{t-t_p}}{\sqrt{t_p}} .
\end{equation}
To find when the rise has fallen to a fraction $f$ of its peak, write $r=t/t_p$, so $\sqrt r-\sqrt{r-1}=f$. The product $(\sqrt r-\sqrt{r-1})(\sqrt r+\sqrt{r-1})$ is 1, so $\sqrt r+\sqrt{r-1}=1/f$. Adding the two relations gives $2\sqrt r=f+1/f$, or
\begin{equation}
t_f=\frac{t_p}{4}\left(f+\frac1f\right)^2 .
\label{eq:cool}
\end{equation}
Half the peak rise is reached at $1.5625\,t_p$, but one tenth only at $25.5\,t_p$. The first part of the cooling is about as fast as the pulse, and the tail is much slower. Thickness may thus affect the tail without affecting the peak.

\section{The back face}

Two limits bracket the back face. An insulated back passes no heat. A perfect sink holds the back at the starting temperature. Both are built from Eq.~(\ref{eq:instant}) by placing image sources at $x=2nd$ for every integer $n$, with strength 1 for the insulated back and $(-1)^n$ for the sink.

Reflection in the front face exchanges $n$ and $-n$, which have equal strengths, so no heat crosses that face. Reflection in the plane $x=d$ exchanges $n$ and $1-n$. With equal strengths the slope at $d$ vanishes. With alternating signs the two contributions cancel there, and the rise is zero.

At the front surface the images $\pm n$ each contribute $e^{-(2nd)^2/4Dt}$. The fractional change in surface rise, relative to a deep crystal given the same energy, is therefore
\begin{equation}
\delta(t)=2\sum_{n=1}^{\infty}(\pm1)^n e^{-n^2d^2/Dt}.
\label{eq:images}
\end{equation}
The plus sign belongs to the insulated back, which slows the cooling. The minus sign belongs to the sink, which speeds it. Setting the size of the first term equal to a chosen fraction $\varepsilon$ gives
\begin{equation}
t_w=\frac{d^2}{D\ln(2/\varepsilon)} .
\label{eq:tw}
\end{equation}
For $\varepsilon=1\%$, $t_w=0.189\,d^2/D$. At that time the second term is smaller than the first by the factor $e^{-3d^2/Dt_w}=(\varepsilon/2)^3$, about $10^{-7}$, and can be dropped. The effect reaches 1\% at about a fifth of the envelope time $d^2/D$.

For a pulse of finite length, the surface rise is a sum over energies of different ages $s$, from $\max(0,t-t_p)$ to $t$. Each contributes in proportion to $s^{-1/2}[1+\delta(s)]$, so the total fractional change is
\begin{equation}
\delta_p(t)=\frac{\int s^{-1/2}\delta(s)\,ds}{\int s^{-1/2}\,ds}.
\end{equation}
This is an average with positive weights. For the insulated back every term in $\delta(s)$ grows with $s$, so the average cannot exceed the value at the greatest age, $t$. For the sink the terms alternate and decrease in size, so $|\delta(s)|\le2e^{-d^2/Ds}$, which also grows with $s$. In both limits the change stays below $\varepsilon$ until $t_w$, apart from the tiny higher terms. The clock starts when the pulse begins.

Now require that cooling to half the peak rise be unaffected at the level $\varepsilon$. The condition is $1.5625\,t_p\le t_w$, which gives
\begin{equation}
d\ge d_c=1.25\sqrt{Dt_p\ln(2/\varepsilon)} .
\label{eq:dc}
\end{equation}
For 1\% this is $2.9\sqrt{Dt_p}$. Because it rests on an upper bound, it is a safe thickness and not the thickness at which the change equals 1\%.

There is also a limit on how far an insulated wafer can cool. Once the heat has spread evenly, energy conservation gives
\begin{equation}
\theta_\infty=\frac{Ft_p}{Cd}=\Delta T\,\frac{L_E}{d}.
\label{eq:floor}
\end{equation}
This final rise tells whether a late fractional change amounts to many kelvin or to almost none.

\section{Silicon with properties that change}

For numbers, take these rough smooth laws for crystalline silicon, with $T$ in kelvin:
\begin{align}
k(T)&=150\,(300/T)^{1.2}\ \mathrm{W/(m\,K)},\\
C(T)&=\left(2.4-\frac{225}{T}\right)\times10^6\ \mathrm{J/(m^3K)}.
\end{align}
At 300 K they give $D=150/(1.65\times10^6)\ \mathrm{m^2/s}=0.909\ \mathrm{cm^2/s}$. At 1500 K, $D=0.097\ \mathrm{cm^2/s}$.

The wafer is 775 $\mu$m thick with an insulated back. The laser pulse lasts 100 ns and starts at 300 K. The flash lasts 1 ms and starts at 800 K. To include the changing properties, the wafer was divided into thin cells, finest near the surface, and the energy balance of every cell was integrated in time. The absorbed flux was adjusted until the surface just reached 1500 K. The required energies are 0.30 J/cm$^2$ for the laser and 15.5 J/cm$^2$ for the flash.

The depths, in $\mu$m, are as follows. The middle temperature is 900 K for the laser and 1150 K for the flash. The energy depth is now the absorbed energy divided by the heat needed per unit volume to go from the starting temperature to 1500 K.
\begin{center}
\begin{tabular}{lrr}
 & laser & flash\\
$\sqrt{Dt_p}$, $D$ at start & 3.02 & 148\\
$\sqrt{Dt_p}$, $D$ at middle & 1.37 & 116\\
$\sqrt{Dt_p}$, $D$ at peak & 0.98 & 98\\
computed $1/e$ depth & 1.12 & 104\\
computed energy depth & 1.19 & 101
\end{tabular}
\end{center}

The heated depth follows the diffusivity of hot silicon, not the value at the start. With $D$ at the peak, $\sqrt{Dt_p}$ is 12\% below the computed $1/e$ depth for the laser and 5\% below for the flash. With $D$ at the middle temperature it is 22\% and 12\% above. The room-temperature value overestimates the laser depth by a factor of 2.7. These percentages depend on the rough law for $k$. With tabulated conductivities (about 42, 31 and 23 W/(m K) at 800, 1000 and 1500 K) the energies become 0.29 and 15.0 J/cm$^2$, the $1/e$ depths become 1.07 and 101 $\mu$m, and the estimate with $D$ at the peak lies 6\% and less than 1\% below them; the ordering is unchanged. No single constant $D$ reproduces both measures of the laser depth: dividing 1.12 by 0.967 and 1.19 by 0.886 gives two different values of $\sqrt{Dt_p}$, 1.16 and 1.34 $\mu$m.

The surface also cools somewhat faster than the constant-property formula says. At $1.5625\,t_p$ the rise is 42\% of its peak for the laser and 46\% for the flash, instead of 50\%. The temperature dependence of $k$ is responsible: varying only $k$, with $C$ fixed at its middle-temperature value, gives 40\% and 46\%, while varying only $C$ gives 52\% and 50\%.

\section{When the thickness matters}

Heat that reaches the back face and returns travels mostly through silicon near its starting temperature, so $D$ at the start is the natural choice in Eq.~(\ref{eq:tw}). For the laser,
\begin{equation}
t_w=0.189\,\frac{(0.0775\ \mathrm{cm})^2}{0.909\ \mathrm{cm^2/s}}
=1.25\ \mathrm{ms}.
\end{equation}
For the flash, $D=0.218\ \mathrm{cm^2/s}$ gives 5.2 ms. The computed times come from comparing the wafer with a slab about six times thicker under the same flux. They are 1.26 ms and 6.3 ms. The flash result is 20\% later than the estimate. With all properties fixed at 800 K, the average $\delta_p$ over the finite pulse reaches 1\% at 5.7 ms; the temperature dependence of the properties supplies the rest of the delay. Tabulated conductivities lengthen both the estimated and the computed flash times by about 10\%.

The laser result has little practical weight. When thickness changes the surface rise by 1\%, that rise is only 3.1 K, so the change is 0.03 K. From Eq.~(\ref{eq:floor}), with $C$ at 300 K, the final rise is
\begin{equation}
\theta_\infty=\frac{0.301\ \mathrm{J/cm^2}}
{1.65\ \mathrm{J/(cm^3K)}\times0.0775\ \mathrm{cm}}
=2.4\ \mathrm{K}.
\end{equation}
For a single nanosecond pulse, the wafer can be treated as infinitely deep throughout the hot part of the cycle.

For the flash, the surface is still 127 K above its start when the 1\% change appears. The insulated wafer finally settles 94 K above its start, 13\% of the original 700 K rise. It therefore cannot cool to one tenth of its peak rise by conduction within the silicon alone, although a deep crystal of constant properties would do so at 25.5 ms. Thickness matters for this tail, but not for the peak or the first half of the cooling.

Thinner wafers change that verdict. With $D$ at the start, Eq.~(\ref{eq:dc}) gives a safe thickness of 8.7 $\mu$m for the laser and 425 $\mu$m for the flash. With the flash flux held fixed, a computed wafer of 425 $\mu$m differs from the thick slab by less than 0.1\% at $1.5625\,t_p$, well inside the 1\% bound. A wafer of 201 $\mu$m has a rise 3\% higher at the end of the pulse and 19\% higher at $1.5625\,t_p$. For that wafer the back face already matters during heating.

\section{What a real anneal adds}

The wafer thickness is that of a common 300 mm wafer, and the pulse lengths, starting temperatures and peak are rough values for ultraviolet laser and flash-lamp annealing. Real pulses are not rectangular. The heat equation with bulk $k$ is also only approximate for the laser, since near room temperature part of the heat is carried by phonons whose free paths approach the micrometre depth being heated. A heavy implant can also leave the surface amorphous. Suppose an amorphous layer of thickness $a=50$ nm has a rough conductivity $k_a=2$ W/(m K). Heat crosses it in about $a^2C/k_a\approx3$ ns, so its temperature drop is nearly steady during either pulse. It replaces crystal of conductivity $k_c$. If the light is absorbed at the outer face, the added rise at fixed flux is
\begin{equation}
\Delta T_a=Fa\left(\frac1{k_a}-\frac1{k_c}\right).
\end{equation}
With $k_c$ taken at 1500 K, this is about 680 K for the laser (about 660 K in the full cell calculation without melting) and 3.5 K for the flash, if the layer has not already regrown during the flash. Light absorbed deeper adds less. The laser flux found above would carry such a surface past the melting point of crystalline silicon, roughly 1700 K. Amorphous silicon melts roughly 200 to 250 K lower still, below the 1500 K peak itself. The laser example therefore applies to a crystalline surface; an amorphous one needs its own calculation, with melting if it occurs.

Light is absorbed over a depth $\ell$, not at a plane. When $\ell\ll\sqrt{Dt_p}$, let $\phi$ be the amount by which surface absorption gives the higher temperature. Near the surface it is nearly steady and obeys $k\phi''=(F/\ell)e^{-x/\ell}$ with $-k\phi'(0)=F$. The decaying solution is $\phi=(F\ell/k)e^{-x/\ell}$. For constant properties, dividing $\phi(0)$ by the peak rise gives a fractional loss $\sqrt\pi\,\ell/(2\sqrt{Dt_p})$. In silicon the correction arises in the hot surface layer, so $\phi(0)=F\ell/k$ should be evaluated with $k$ at 1500 K. At the fluxes found above, a rough $\ell=10$ nm then lowers the laser rise by about 14 K, or 1\%, and a rough $\ell=3\ \mu$m lowers the flash rise by about 21 K, or 3\%.

The heated area must also be wide enough. A strip of half-width $b$, heated uniformly at one instant, keeps after a time $t$ a fraction $\mathrm{erf}(b/\sqrt{4Dt})$ of its central rise against sideways flow. Heat that enters later in a pulse has spread less, so the widths below are on the safe side. A loss of 1\% corresponds to $b=3.64\sqrt{Dt}$. With $D$ at the start, this is 11 $\mu$m at the end of the laser pulse and 0.54 mm at the end of a 1 ms pulse. It is 1.2 mm at $t_w$ in both cases. A narrow scanned beam with a millisecond dwell can thus fail the one-dimensional assumption even when a full-wafer flash satisfies it.

Finally, the back of a real wafer lies between the two limits. A contact that removes heat at a rate $h\theta$ per unit area acts as a sink only if $hd/k\gg1$. For a rough $h=1000$ W/(m$^2$K), the flash wafer has $hd/k=0.017$, and the computed surface rise at 20 ms is only 0.5\% below the insulated value. If steady heating holds the wafer at 800 K apart from the flash, radiation from both faces, with emissivity 0.7, removes a small excess in a time $Cd/(8\varepsilon_r\sigma T^3)\approx10$ s, where $\varepsilon_r$ is the emissivity and $\sigma$ the Stefan--Boltzmann constant. Over tens of milliseconds the insulated back is therefore the better limit for such a wafer, and by radiation alone, at emissivity 0.7, about two thirds of the remaining 94 K leaves in ten seconds. A lightly doped wafer near 800 K is partly transparent in the infrared and emits less; at emissivity 0.4 the time grows to about 18 s.
